# Bleaney-Bowers susceptibility of a spin pair and its level crossing

## Two spins without coupling

Take two electron spins one half that do not interact, in a field $B$ along $z$. An electron spin has the magnetic moment $-g\mu_B\mathbf S$, with $\mathbf S$ in units of $\hbar$, so its energy is $+g\mu_B B S_z$. The state with $S_z=-\tfrac12$ lies lower and has its moment along the field. With

$$x=\frac{g\mu_B B}{kT},$$

the Boltzmann weights of $S_z=\mp\tfrac12$ are $e^{\pm x/2}$, and the mean moment of one spin is

$$\frac{g\mu_B}{2}\,\frac{e^{x/2}-e^{-x/2}}{e^{x/2}+e^{-x/2}}=\frac{g\mu_B}{2}\tanh\frac x2 .$$

The pair has twice this moment, $M=g\mu_B\tanh(x/2)$. For small $x$ it is $g\mu_B x/2$, so

$$\frac{M}{B}=\frac{g^2\mu_B^2}{2kT}.$$

This is Curie's law for two free spins.

The same result can be read from the states of the pair. The total $S_z$ takes the values $m=1,0,-1$ in the triplet and $0$ in the singlet. At zero field the four states are equally likely, so the mean of $m^2$ is $(1+0+1+0)/4=\tfrac12$, the factor found above. An exchange coupling separates the singlet from the triplet and makes their weights unequal. The magnetic states then become rarer or more common as the temperature changes.

## Assumptions and statement

The Hamiltonian of the coupled pair is

$$H=J\,\mathbf S_1\cdot\mathbf S_2+g\mu_B B\,(S_{1z}+S_{2z}),\qquad B\ge 0 .$$

The assumptions are:

- The exchange is isotropic, and both sites have the same isotropic $g>0$.
- Different pairs do not interact.
- Diamagnetism and orbital contributions are left out.

Positive $J$ is antiferromagnetic. Lemma 1 shows that $J$ is the triplet energy minus the singlet energy at zero field. If the coupling is written $-2J'\mathbf S_1\cdot\mathbf S_2$ instead, then $J=-2J'$ in all that follows.

Let $M$ be the thermal mean moment of a pair along the field, and let $\chi=(\partial M/\partial B)_{B=0}$ be the susceptibility per pair. The molar susceptibility in SI units is $\mu_0N_A\chi$. Here $B$ is identified with $\mu_0$ times the applied field strength, which is good when the volume susceptibility is small compared with one. In cgs units the factor $\mu_0$ is absent and $\mu_B$ is in erg/G. A mole means a mole of pairs.

**Theorem.** Under these assumptions:

(a) For either sign of $J$,

$$\chi=\frac{2g^2\mu_B^2}{kT}\,\frac{1}{3+e^{J/kT}} .$$

(b) For $J>0$, $\chi(T)$ has one maximum and no other stationary point at finite $T>0$. It lies at

$$kT_{\max}=\frac{J}{y_*},\qquad y_*=1+W(3/e)\approx1.6036,$$

where $W(z)$, for $z>0$, is the positive solution of $We^W=z$. The height is $\chi_{\max}=2g^2\mu_B^2(y_*-1)/(3J)$. For $J\le0$, $\chi$ falls steadily with temperature.

(c) For $J>0$, the triplet component $m=-1$ crosses the singlet at

$$B_c=\frac{J}{g\mu_B}.$$

The ground state is the singlet below $B_c$ and the component $m=-1$ above it.

## Lemma 1: the levels

**Lemma 1.** The energies are $-\tfrac34J$ for the singlet and $\tfrac14J+g\mu_B Bm$, with $m=1,0,-1$, for the triplet.

*Proof.* Let $\mathbf S=\mathbf S_1+\mathbf S_2$. Operators of different spins commute, so

$$\mathbf S^2=\mathbf S_1^2+\mathbf S_2^2+2\,\mathbf S_1\cdot\mathbf S_2 .$$

Each single-spin square equals $\tfrac12(\tfrac12+1)=\tfrac34$. Hence

$$\mathbf S_1\cdot\mathbf S_2=\tfrac12\left(\mathbf S^2-\tfrac32\right).$$

In the triplet $\mathbf S^2=1(1+1)=2$, which gives $\tfrac14$. In the singlet $\mathbf S^2=0$, which gives $-\tfrac34$. The zero-field gap is therefore $\tfrac14J-(-\tfrac34J)=J$.

The Zeeman term is $g\mu_BBS_z$. Since $S_z$ commutes with $\mathbf S^2$, it commutes with the exchange term, and the states of definite $S$ and $m$ are eigenstates of both. The field adds $g\mu_BBm$ to each energy. The singlet has $m=0$ and does not move. $\square$

The eigenvectors do not depend on the field; only their energies do. In particular, the Hamiltonian has no matrix element between the singlet and the component $m=-1$ at any field, which is what the crossing in part (c) requires.

## Lemma 2: the moment in any field

**Lemma 2.** With $x=g\mu_BB/kT$ and $y=J/kT$,

$$M=g\mu_B\,\frac{2\sinh x}{1+2\cosh x+e^{y}} .$$

*Proof.* The partition function is the sum of the four Boltzmann factors,

$$Z=e^{3y/4}+e^{-y/4}\left(e^{-x}+1+e^{x}\right)=e^{-y/4}\left(e^{y}+1+2\cosh x\right).$$

The moment of level $n$ along the field is $-\partial E_n/\partial B$, which is $-g\mu_Bm$. Its thermal mean is

$$M=-\frac1Z\sum_n\frac{\partial E_n}{\partial B}e^{-E_n/kT}=kT\,\frac{\partial\ln Z}{\partial B}.$$

The prefactor $e^{-y/4}$ does not depend on $B$. The derivative of the bracket with respect to $x$ is $2\sinh x$, and $\partial x/\partial B=g\mu_B/kT$. The factor $kT$ cancels, which leaves the stated formula. $\square$

For $J=0$ the denominator is $2+2\cosh x=4\cosh^2(x/2)$, while the numerator is $2\sinh x=4\sinh(x/2)\cosh(x/2)$. Their ratio is $\tanh(x/2)$, as in the opening case.

## Proof of part (a)

For small $x$, $\sinh x\approx x$ and $\cosh x\approx1$. Lemma 2 becomes

$$M\approx g\mu_B\,\frac{2x}{3+e^y}=\frac{2g^2\mu_B^2B}{kT(3+e^{J/kT})},$$

and division by $B$ gives (a). $\square$

**Remark on the size of the field.** The next order shows how far the linear law can be trusted. The numerator is $2x(1+x^2/6)$ and the denominator is $3+e^y+x^2$. Thus

$$\frac{M}{\chi B}\approx\frac{1+x^2/6}{1+x^2/(3+e^y)}\approx1+x^2\left[\frac16-\frac1{3+e^y}\right].$$

Since $3+e^y>3$, the bracket lies between $-\tfrac16$ and $\tfrac16$, so this leading correction is smaller than $x^2/6$ in magnitude. It changes sign at $e^y=3$. At higher temperature the moment bends below the straight line, as for free spins approaching saturation. At lower temperature, with $J>0$, it bends above the line, because the growth of $\sinh x$ in the numerator outweighs the growth of the denominator. For $e^y\gg3$ and small $x$ the singlet dominates $Z$, $M$ is nearly proportional to $\sinh x$, and the bracket approaches $\tfrac16$.

**Remark on the meaning of the formula.** The zero-field probability of the triplet is

$$P=\frac{3e^{-y/4}}{e^{3y/4}+3e^{-y/4}}=\frac{3}{3+e^y},$$

so that

$$\chi=\frac{2g^2\mu_B^2}{3kT}\,P .$$

The first factor is the Curie susceptibility of a spin one, because $S(S+1)/3=2/3$. The pair responds as a spin one that is present with probability $P$.

## Limits in temperature

**High temperature.** For $|J|\ll kT$, expand the exponential:

$$kT(3+e^y)=kT\left(4+y+\frac{y^2}{2}+\dots\right)=4\left(kT+\frac J4+\frac{J^2}{8kT}+\dots\right).$$

With the first two terms,

$$\chi\approx\frac{g^2\mu_B^2}{2k}\,\frac1{T+\theta},\qquad\theta=\frac{J}{4k}.$$

This is a Curie-Weiss law with the Curie constant of two free spins. An antiferromagnetic coupling lowers $\chi$ below the free-spin value.

**Low temperature, $J>0$.** When $kT\ll J$, the 3 is negligible beside $e^y$, and

$$\chi\approx\frac{2g^2\mu_B^2}{kT}\,e^{-J/kT}.$$

The singlet has no moment, and a weak field cannot induce one in it because the field does not mix it with other states. The response comes from thermally excited triplets.

**Low temperature, $J<0$.** Now $e^y\to0$, and $\chi\to2g^2\mu_B^2/(3kT)$. The pair is locked into a spin one. The product $\chi T$ rises on cooling from its free-spin value to $\tfrac23/\tfrac12=\tfrac43$ of that value.

## Proof of part (b)

Let $J>0$ be fixed. Substituting $kT=J/y$ into (a) gives

$$\chi=\frac{2g^2\mu_B^2}{J}\,f(y),\qquad f(y)=\frac{y}{3+e^y}.$$

As $T$ rises from zero to infinity, $y$ falls steadily from infinity to zero. A maximum of $f$ is therefore a maximum of $\chi(T)$. The quotient rule gives

$$f'(y)=\frac{3+e^y-ye^y}{(3+e^y)^2},$$

which vanishes when

$$(y-1)e^y=3 .$$

The left side has the derivative $ye^y$, which is positive for $y>0$. It rises from $-1$ at $y=0$ without limit, so it reaches 3 once, at $y=y_*$. Below $y_*$ it is less than 3 and $f'>0$; above $y_*$, $f'<0$. The stationary point is thus a maximum.

To solve for it, set $u=y_*-1$. The condition reads $ue^{u+1}=3$, or $ue^u=3/e$. By the definition of $W$, $u=W(3/e)$. Numerical evaluation gives $u=0.60355$, so $y_*=1.60355$ and $kT_{\max}/J=1/y_*=0.62362$.

For the height, the stationary condition gives $3+e^{y_*}=y_*e^{y_*}$, so

$$f(y_*)=\frac{y_*}{y_*e^{y_*}}=e^{-y_*}=\frac{y_*-1}{3},$$

where the last step uses the condition once more. Multiplication by $2g^2\mu_B^2/J$ gives $\chi_{\max}$.

For $J=0$, $\chi$ is proportional to $1/T$. For $J<0$, the denominator of $\chi$ contains $T(3+e^{-|J|/kT})$. Both factors are positive, the first rises with $T$, and so does the second. Hence $\chi$ falls steadily. $\square$

**Remark.** For $J>0$, warming fills the triplet, which raises $P$, but it also weakens the alignment of each triplet through the factor $1/T$. The maximum is where these two effects balance. Since $e^{y_*}=3/(y_*-1)$, one has $3+e^{y_*}=3y_*/(y_*-1)$, and

$$P(T_{\max})=\frac{y_*-1}{y_*}=1-\frac1{y_*}\approx0.376 .$$

The triplet is then about half as populated as at infinite temperature, where $P=\tfrac34$.

## Proof of part (c)

By Lemma 1, the singlet and the component $m=-1$ are degenerate when

$$\frac J4-g\mu_BB=-\frac{3J}4,$$

that is, when $g\mu_BB=J$. For $B>0$ the component $m=-1$ is the lowest of the triplet. Its energy minus that of the singlet is $J-g\mu_BB$, positive below $B_c$ and negative above. Since the eigenvectors are the same at all fields, the levels pass through each other without repulsion. $\square$

**Remark: two measurements of one gap.** Parts (b) and (c) together give

$$g\mu_BB_c=J=y_*\,kT_{\max}.$$

Within this model, a weak-field measurement of $T_{\max}$ and a value of $g$ predict the crossing field. A clear disagreement would show that one of the assumptions fails.

**Remark: the magnetization step.** Let $kT\ll J$ and let $B$ be near $B_c$. Then $e^x$ and $e^y$ are both large, $2\sinh x\approx2\cosh x\approx e^x$, and Lemma 2 reduces to

$$M\approx\frac{g\mu_Be^x}{e^x+e^y}=\frac{g\mu_B}{1+e^{(J-g\mu_BB)/kT}} .$$

The moment rises from nearly zero to nearly $g\mu_B$ over a field range of a few $kT/g\mu_B$. At $B_c$ it is half the full moment, because two states, one with moment zero and one with moment $g\mu_B$, are equally occupied.

## A numerical case

Take the round model parameters $J/k=20$ K and $g=2$, with $\mu_B/k=0.67171$ K/T. At zero field the singlet lies at $-15$ K and the triplet at $5$ K. The two main positions are

$$T_{\max}=\frac{20\ \text{K}}{1.60355}=12.47\ \text{K},\qquad B_c=\frac{20\ \text{K}}{2\times0.67171\ \text{K/T}}=14.89\ \text{T}.$$

For the molar values, let $C=N_Ag^2\mu_B^2/(2k)$ be the cgs Curie constant of two free spins, here $0.7503$ cm³ K/mol. Part (a) becomes $\chi_{\text{mol}}=4C/[T(3+e^{J/kT})]$, and the height of the maximum is

$$\frac{4C(y_*-1)}{3J/k}=\frac{4\times0.7503\times0.60355}{3\times20}=0.0302\ \text{cm}^3/\text{mol}.$$

Multiplication by $4\pi\times10^{-6}$ gives $3.79\times10^{-7}$ m³/mol in SI units. At other temperatures the formula gives:

| $T$ (K) | $\chi_{\text{mol}}$ (cm³/mol) | $\chi_{\text{mol}}T$ (cm³ K/mol) |
|---|---|---|
| 2 | 0.0000681 | 0.000136 |
| 5 | 0.0104 | 0.0521 |
| 10 | 0.0289 | 0.289 |
| 20 | 0.0262 | 0.525 |
| 50 | 0.0134 | 0.668 |
| 300 | 0.00246 | 0.738 |

The susceptibility passes through its maximum, while $\chi_{\text{mol}}T$, which is proportional to $P$, rises throughout. At 300 K it is still 1.7 % below $C$. The Curie-Weiss form accounts for this: $\theta=5$ K, and $\theta/T=5/300$ is 1.7 %.

At 1 T and $T_{\max}$, $x=0.108$. There $3+e^{y_*}=3y_*/(y_*-1)=7.97$, so the relative departure from linearity is about $0.108^2\,(1/6-1/7.97)\approx5\times10^{-4}$. At 40 K the departure is negative, about $-5\times10^{-5}$. A field of 1 T is thus weak enough for this model at both temperatures. It is not weak enough at the cold end of the table: at 2 K, $x=0.67$ and Lemma 2 puts the moment about 8 % above $\chi B$, and at 5 K about 1 % above.

At 0.5 K, $J/kT=40$, and the step formula has the exponent $40(1-B/B_c)$. At $0.9B_c$ the exponent is 4 and the moment is $2\mu_B/(1+e^4)=0.036\,\mu_B$. At $B_c$ it is $1.000\,\mu_B$, and at $1.1B_c$ it is $1.964\,\mu_B$.

## Where the assumptions matter

**Unequal $g$ values.** Let the sites have $g_1$ and $g_2$, with mean $\bar g$ and difference $\Delta g=g_1-g_2$. The Zeeman term is then

$$\bar g\mu_BB\,S_z+\tfrac12\Delta g\,\mu_BB\,(S_{1z}-S_{2z}).$$

Write $|s\rangle=(|{\uparrow\downarrow}\rangle-|{\downarrow\uparrow}\rangle)/\sqrt2$ for the singlet. The operator $S_{1z}-S_{2z}$ multiplies $|{\uparrow\downarrow}\rangle$ by $1$ and $|{\downarrow\uparrow}\rangle$ by $-1$, so it turns $|s\rangle$ into the triplet state with $m=0$. These two states are coupled by $\delta/2$, with $\delta=\Delta g\,\mu_BB$. For $J>0$ the lower eigenvalue of their $2\times2$ matrix is

$$E=-\frac J4-\frac12\sqrt{J^2+\delta^2}\approx-\frac{3J}4-\frac{\delta^2}{4J}.$$

The moment $-\partial E/\partial B$ is $(\Delta g)^2\mu_B^2B/(2J)$, so a susceptibility

$$\chi_0=\frac{(\Delta g)^2\mu_B^2}{2J}$$

remains as $T\to0$. For $g_1=2.2$ and $g_2=1.8$ the mean is still 2, and the molar value is $(0.4/2)^2\,C/(J/k)=0.04\times0.7503/20=0.0015$ cm³/mol. This is 5 % of the maximum found for equal $g$, but about 22 times the equal-$g$ susceptibility at 2 K. For $J>0$, unequal $g$ values therefore change $\chi$ most, in relative terms, at low temperature, where part (a) would let it vanish exponentially. For $J<0$ the change fades on cooling and is largest at high temperature, where $\chi$ is multiplied by $(g_1^2+g_2^2)/(2\bar g^2)=1.01$. For $J>0$ the crossing survives, because $S_z$ is still conserved, but it moves. Setting $E$ equal to $J/4-\bar g\mu_BB$ gives $B_c=\bar gJ/(g_1g_2\mu_B)$, here 15.04 T instead of 14.89 T.

**Antisymmetric exchange.** Add a term $D(\mathbf S_1\times\mathbf S_2)_x$, perpendicular to the field, with $0<D\ll J$. Use $S_y|{\downarrow}\rangle=-\tfrac i2|{\uparrow}\rangle$ and $S_z|{\downarrow}\rangle=-\tfrac12|{\downarrow}\rangle$. Then

$$(S_{1y}S_{2z}-S_{1z}S_{2y})|{\downarrow\downarrow}\rangle=\frac i4\left(|{\uparrow\downarrow}\rangle-|{\downarrow\uparrow}\rangle\right)=\frac{i}{2\sqrt2}\,|s\rangle .$$

The two crossing states are now coupled by a matrix element of magnitude $D/(2\sqrt2)$. With $\Delta=J-g\mu_BB$ their separation is

$$\sqrt{\Delta^2+4\,\frac{D^2}{8}}=\sqrt{\Delta^2+\frac{D^2}{2}} ,$$

to leading order in $D/J$. It no longer vanishes; its smallest value is $D/\sqrt2$. For $D/k=0.2$ K this is 0.141 K. The crossing in part (c) thus depends on the absence of such a perpendicular term. A component along the field would commute with $S_z$ and could not couple the two states. A small perpendicular $D$ changes the levels chiefly where $|\Delta|$ is comparable with $D$. It also matters for the weak-field response at low temperature. The singlet is coupled to both $m=\pm1$ by $D/(2\sqrt2)$, so in second order it is lowered by $\tfrac{D^2}{8}\left[\tfrac1{J-g\mu_BB}+\tfrac1{J+g\mu_BB}\right]\approx\tfrac{D^2}{4J}+\tfrac{D^2g^2\mu_B^2B^2}{4J^3}$. A susceptibility $g^2\mu_B^2D^2/(2J^3)$ therefore remains as $T\to0$. For $D/k=0.2$ K it is $3.8\times10^{-6}$ cm³/mol, about 5 % of the value from part (a) at 2 K and far above it at 1 K.

**Interacting pairs.** If the coupling between pairs is not small compared with $kT$, the single-pair partition function is no longer sufficient. The ground state then still stays close to that of independent pairs while the coupling is small compared with the gap $|J-g\mu_BB|$. Near $B_c$ this gap becomes small, so even a weak coupling between pairs can matter there at low temperature.

Numbers in the example were calculated in double precision.
